# Why ideal axisymmetric stagnation flow coats a uniform-temperature wafer evenly

## The symmetry behind even deposition

Gas enters at uniform speed $W$ through a wide porous plate at height $z=H$ and meets a parallel wafer at $z=0$. If density is constant, a cylinder of radius $r$ receives the volume flow $\pi r^2W$ from above. The same volume must leave through its side, whose area is $2\pi rH$. The height-averaged radial speed is therefore

$$
\bar v_r=\frac{\pi r^2W}{2\pi rH}=\frac{Wr}{2H}.
$$

The radius enters as a simple factor. This suggests the form

$$
v_r=rV(z),\qquad v_z=w(z).
$$

In vector form the horizontal velocity is $V(z)\mathbf r$. Moving the origin sideways by $\mathbf a$ changes it by $V(z)\mathbf a$, which slides each horizontal plane rigidly. Such sliding cannot alter a temperature or composition that is uniform in each plane. For these profiles no point of the wafer is special, although the gas moves faster near the rim.

The argument permits radially uniform profiles; it does not force them. The inlet must have uniform speed, temperature and composition, and the wafer uniform temperature and surface kinetics. The outer edge must be far enough away and the flow must be stable. The treatment below is for steady, laminar flow at low Mach number, with a dilute precursor.

## The flow equations keep the form

Let $\rho$ be the density and $F=-\rho w$ the downward mass flux. Steady continuity reads

$$
\frac1r\frac{\partial(r\rho v_r)}{\partial r}+\frac{\partial(\rho v_z)}{\partial z}=0.
$$

For $v_r=rV$ and $\rho=\rho(z)$ the first term is $2\rho V$ and the second is $-F'$, where a prime means $d/dz$. Hence

$$
F'=2\rho V. \tag{1}
$$

The converse also holds. If $F$ and $\rho$ depend on height alone, integrating continuity over $r$ gives $r\rho v_r=r^2F'/2+b(z)$. A finite velocity on the axis requires $b=0$, so $v_r=rF'/(2\rho)$. A downward mass flux that is uniform across every horizontal plane and a radial speed proportional to radius are thus the same condition.

Momentum must allow this velocity too. The divergence is $\nabla\cdot\mathbf v=2V+w'$. With viscosity $\mu(z)$, the relevant viscous stresses are

$$
\tau_{rr}=\tau_{\phi\phi}=\mu\left[2V-\tfrac23(2V+w')\right],\qquad
\tau_{rz}=\mu rV'.
$$

The normal stresses are equal and independent of $r$, so the radial viscous force is

$$
\frac{\partial\tau_{rr}}{\partial r}+\frac{\tau_{rr}-\tau_{\phi\phi}}r+\frac{\partial\tau_{rz}}{\partial z}=r(\mu V')'.
$$

The inertial term is

$$
\rho\left(v_r\frac{\partial v_r}{\partial r}+v_z\frac{\partial v_r}{\partial z}\right)=r(\rho V^2-FV').
$$

Radial momentum therefore gives

$$
\frac{\partial p}{\partial r}=r\left[(\mu V')'-\rho V^2+FV'\right].
$$

In the axial equation, inertia, weight and $\partial\tau_{zz}/\partial z$ depend on $z$ alone, and the shear contribution is $(1/r)\partial(r\tau_{rz})/\partial r=2\mu V'$. So $\partial p/\partial z$ has no radial dependence. Equality of the mixed pressure derivatives then makes the square bracket constant. Calling it $-A$,

$$
p=P(z)-\tfrac12Ar^2,\qquad
\rho V^2-FV'=A+(\mu V')'. \tag{2}
$$

No viscous term has been dropped, so this is not a boundary-layer approximation. Gravity enters $P(z)$ and leaves the similarity form intact, though it may still make the flow unstable. The conditions are $F(0)=V(0)=V(H)=0$ and $F(H)=\rho_{\rm in}W$. These four conditions fix the first-order equation for $F$, the second-order equation for $V$ and the constant $A$. Setting $F(0)=0$ neglects the small net gas flow caused by the surface reaction.

## Heat and precursor transport lose the radius

With heat capacity $c_p$ and thermal conductivity $\lambda$, and without heat sources in the gas,

$$
\rho c_p\left(v_r\frac{\partial T}{\partial r}+v_z\frac{\partial T}{\partial z}\right)
=\frac1r\frac{\partial}{\partial r}\left(r\lambda\frac{\partial T}{\partial r}\right)
+\frac{\partial}{\partial z}\left(\lambda\frac{\partial T}{\partial z}\right).
$$

For $T=T(z)$ both radial terms vanish. Since $\rho v_z=-F$,

$$
-Fc_pT'=(\lambda T')',\qquad T(0)=T_s,\quad T(H)=T_{\rm in}. \tag{3}
$$

The radial flow does not itself change the temperature, because it carries gas between places at equal temperature. Density and viscosity depend on $T$ at nearly constant pressure, so they too depend on height alone, as (1) and (2) assumed.

Let $x$ be the precursor mole fraction, $c$ the total gas concentration, $D$ the diffusivity and $C=F/M$ the downward molar flux, with $M$ the carrier molar mass. The same cancellation gives

$$
-Cx'=(cDx')'. \tag{4}
$$

The total downward precursor flux is $Cx+cDx'$. For a first-order surface reaction of speed $k$, the deposition flux is

$$
N=(cDx')_{z=0}=c_skx(0),
$$

where $c_s$ is the gas concentration at the wafer. The inlet supplies $C_{\rm in}x_{\rm in}=C_{\rm in}x(H)+(cDx')_{z=H}$. No boundary condition contains $r$, so neither does $N$.

## Why outward flow does not build up depletion

A parcel carried by the mean flow obeys $dz/dt=-F/\rho$. Its age on reaching height $z$ is

$$
t(z)=\int_z^H\frac{\rho}{F}\,dz',
$$

which is the same at every radius. Gas near the rim has travelled farther sideways, but has not spent longer above the hot wafer than gas at the same height near the centre.

The radius of the parcel obeys $d\ln r/dt=V$. Along the path, (1) gives

$$
\frac{d\ln F}{dt}=\frac{F'}{F}\frac{dz}{dt}
=\frac{2\rho V}{F}\left(-\frac F\rho\right)=-2V.
$$

Thus $r^2F$ is constant, and a parcel that entered at $r_0$ has

$$
\frac r{r_0}=\sqrt{\frac{F_{\rm in}}F}. \tag{5}
$$

The precursor balance gives the same picture for the whole gas column. By (4), and since $C'=2cV$,

$$
(Cx+cDx')'=C'x+Cx'+(cDx')'=C'x=2cVx.
$$

Integrating from wafer to inlet,

$$
C_{\rm in}x_{\rm in}=N+2\int_0^HcVx\,dz. \tag{6}
$$

Multiply by $\pi r^2$. The left side is the precursor entering above a disc of radius $r$; the right side is what deposits on the disc plus what leaves through its cylindrical side. All three grow as $r^2$. The flow-weighted composition of the outflow is $x_{\rm in}-N/C_{\rm in}$ at every radius. Fresh gas from above keeps pace with consumption, so depletion does not accumulate outward.

## The growth rate as a sum of resistances

Set $Q=cDx'$. Equation (4) becomes $Q'=-(C/cD)Q$, with solution

$$
Q=NE,\qquad E(z)=\exp\left[-\int_0^z\frac C{cD}\,dz'\right].
$$

Dividing $Q$ by $cD$ and integrating upward from $x(0)=N/(c_sk)$,

$$
x(z)=N\left[\frac1{c_sk}+\int_0^z\frac E{cD}\,dz'\right].
$$

Insert $x(H)$ and $Q(H)=NE(H)$ in the inlet condition and divide by $C_{\rm in}$:

$$
N=\frac{x_{\rm in}}
{\displaystyle\frac1{c_sk}+\int_0^H\frac E{cD}\,dz+\frac{E(H)}{C_{\rm in}}}. \tag{7}
$$

The terms are the surface, gas and inlet resistances. The last arises because precursor also diffuses downwards at the inlet, which lowers $x(H)$ below $x_{\rm in}$.

Two limits show what controls uniformity. If the surface reaction is very slow, $N\to c_skx_{\rm in}$: the gas flow rate hardly matters. The rate then follows the inlet composition and, through $k$, the wafer temperature. If it is very fast, the first resistance vanishes and transport governs.

In the fast-reaction limit, suppose also that the concentration layer is thin, with constant properties across it and $V\simeq Gz$. Then $C'=2cGz$ gives $C=cGz^2$ and $E=\exp[-Gz^3/(3D)]$. The inlet term is negligible and the upper limit may be taken to infinity:

$$
N\simeq\frac{cDx_{\rm in}}{\delta},\qquad
\delta=\int_0^\infty e^{-Gz^3/(3D)}dz
=\Gamma\!\left(\tfrac43\right)\left(\frac{3D}{G}\right)^{1/3}.
$$

The near-wall velocity $rGz$ increases with radius, yet $\delta$ does not. The increase in outward flow is supplied from above rather than by thinning the layer.

## A silicon epitaxy example

Take silane in hydrogen at 80 Torr, with $T_s=1300$ K, $T_{\rm in}=300$ K, $H=20$ mm and $W=0.40$ m/s. The wafer radius is 50 mm, the inlet radius 75 mm and $x_{\rm in}=10^{-3}$. The surface around the wafer is assumed to continue to 75 mm with the same temperature and kinetics. The surface speed is set to 5.0 m/s. Transport coefficients are rough power laws in temperature; they and the remaining inputs are listed in the numerical output.

Solving (1)–(3) and evaluating (7) gives resistances of 0.2027, 2.2109 and 0.0074 m² s/mol. Their sum is 2.4210, so

$$
N=\frac{10^{-3}}{2.4210}=4.13\times10^{-4}\ \text{mol m}^{-2}\text{s}^{-1}.
$$

Multiplying by the silicon molar volume, $12.059\times10^{-6}$ m³/mol, and by $6\times10^{10}$ to convert m/s to nm/min gives **299 nm/min**. The gas supplies 91% of the resistance and the surface 8%, so this case is mainly transport-limited.

The silane supply is $1.710\times10^{-3}$ mol m⁻² s⁻¹. Of this, $0.413\times10^{-3}$ deposits and $1.297\times10^{-3}$ flows out, in agreement with (6). About 24% is used, and the outflow has 76% of the inlet silane fraction at each radius.

There is no thin boundary layer here. Halfway up the gap, $T=762$ K and $x/x_{\rm in}=0.73$; both profiles fill much of the gap. Uniformity comes from the flow form, not from thinness, and the thin-layer formula should not be used for this case.

Parcels reach 2 mm above the wafer after 94 ms, having increased their radius 8.0 times. Gas at that height above the 50 mm rim therefore entered about $50/8.0=6.2$ mm from the axis. This describes the mean flow; individual silane molecules also diffuse.

A two-dimensional silane balance including radial diffusion gives 298.87 nm/min at the centre. Doubling the number of cells in each direction changes it by 0.002%. The flow and gas properties were held at their similarity profiles, so this tests silane transport, not the flow near a real edge.

## What spoils the uniformity

**Uneven injection.** Replace the radial velocity by $rV(1+br^2/R_w^2)$, where $R_w$ is the wafer radius. Since

$$
\frac1r\frac{d}{dr}\left[r^2\left(1+b\frac{r^2}{R_w^2}\right)\right]
=2\left(1+2b\frac{r^2}{R_w^2}\right),
$$

continuity multiplies the downward speed by $1+2br^2/R_w^2$. For $b=0.10$ the rim receives 20% more downward flow than the centre. With inlet composition and the temperature profile held fixed, its growth rate is 4.2% higher. If the gas temperature is allowed to adjust to the same imposed flow, the extra inflow cools the gas and the excess falls to about 3.7%. This altered flow was imposed to test its effect on transport; it was not obtained from the momentum equation.

**Uneven wafer temperature.** Let the surface temperature rise parabolically to 5 K above its central value at the rim and stay at the rim value beyond it, with an assumed activation energy of 1.0 eV for $k$. The surface speed there rises by 3.5%. Changing only the surface resistance in (7) predicts a growth increase of

$$
\frac{2.4210}{0.2027/1.0348+2.2109+0.0074}-1\simeq0.3\%.
$$

The two-dimensional balance gives about 0.45%, with the gas temperature held fixed; the value moves between 0.44% and 0.46% with the mesh. If the gas temperature, $cD$ and $c_s$ follow the hotter wafer in the same flow, it rises to about 0.56%. The simple estimate is only a guide, because (7) assumes the same $k$ at every radius. In the slow-reaction limit, with the gas temperature still held fixed, the growth error would approach the full 3.5%.

**The outer edge.** Setting the silane fraction to zero at the 75 mm boundary changes growth at the wafer rim by only 0.005% relative to the centre. Holding that boundary at 300 K changes the rim heat flux by 0.17%. Both calculations keep the ideal flow and the similarity gas properties; letting the conductivity follow the local temperature lowers the heat-flux change to about 0.1%.

The flow disturbance needs its own estimate. Near the rim, treat the gap as planar and the disturbance as creeping flow with constant properties. Let $d$ be the distance inward from the inlet edge and $y$ the height from mid-gap. The disturbance stream function obeys the biharmonic equation. A mode $e^{-\kappa d}g(y)$ then satisfies $(d^2/dy^2+\kappa^2)^2g=0$, whose symmetric solution is

$$
g=a\cos\kappa y+b_1y\sin\kappa y.
$$

Both velocity components are prescribed at the plates, so the disturbance has $g=g'=0$ at $y=\pm H/2$. With $\alpha=\kappa H/2$ these conditions are

$$
a\cos\alpha+b_1\frac H2\sin\alpha=0,
$$

$$
-a\kappa\sin\alpha+b_1(\sin\alpha+\alpha\cos\alpha)=0.
$$

A non-zero solution requires a vanishing determinant:

$$
\sin\alpha\cos\alpha+\alpha(\cos^2\alpha+\sin^2\alpha)=0.
$$

Multiplying by two and writing $s=2\alpha=\kappa H$ gives $\sin s+s=0$. The slowest symmetric mode has $s=4.212+2.251i$. Its amplitude falls by $\exp(-4.212\,d/H)$. The inlet extends 25 mm beyond the wafer, so $d/H=1.25$ and 0.5% of the edge amplitude remains. This is an estimate, not a bound: the inlet Reynolds number is 7.75, so inertia is not negligible. A local mode calculation with the computed profiles and inertia, at radii from 50 to 75 mm, lowers the slowest decay rate from 4.2 to between 4.1 and 3.7, so that 0.6 to 1% remains.

## Effects that change the rate but keep it even

Thermal diffusion drives heavy silane towards the cold inlet. With an assumed thermal diffusion factor of 0.5, growth falls from 299 to 259 nm/min, or 13%. The extra flux depends on $T(z)$ and $x(z)$, so it introduces no radial variation.

Silane may also decompose in the hot gas into a more reactive silicon species. If both species have the same diffusivity and no powder forms, their summed mole fraction still obeys (4). Conversion then raises the effective surface speed, but growth cannot exceed the transport limit

$$
\frac{10^{-3}}{2.2109+0.0074}=4.51\times10^{-4}\ \text{mol m}^{-2}\text{s}^{-1},
$$

or 326 nm/min. Assume a conversion rate of 300 s⁻¹ at wafer temperature, varying as $e^{-T_a/T}$ with $T_a=25000$ K, and a product that reacts at every collision with the wafer. The growth rate is then 302 nm/min.

Three other assumptions are well met in this example. The radial pressure drop is about two millionths of the total pressure, silane raises the inlet density by 1.5%, and the mean free path at the wafer is 6.6 µm against a 20 mm gap.

Buoyancy requires more care because the hot wafer lies below cold gas. The Rayleigh number is 172 with cold-gas properties, but only 2.4 with properties at the mean temperature of 800 K, because it falls as $T^{-4.36}$ for the power laws used here. A still layer with nearly constant properties between rigid plates becomes unstable at roughly 1700. That threshold is only a guide for a flowing gas with large property changes, but both values lie well below it. At fixed gap and temperatures the Rayleigh number scales as pressure squared. At 760 Torr the two values would be about $1.55\times10^4$ and 215, on opposite sides of the threshold, so this estimate cannot decide whether the steady similarity flow is stable there.

## Comparison with reactors and practical use

The pressure, temperature and growth rate lie in the broad range of reduced-pressure silicon epitaxy; 1300 K is towards the hot end for silane. The surface speed and thermal diffusion factor are assumptions, so 299 nm/min is a model result, not a prediction for a particular tool. Real inlets have discrete holes and may inject unevenly, and real wafers have temperature gradients. For the specific disturbances above, with the gas temperature held fixed, these faults move the rim growth by 4.2% and about 0.45%. The effect of individual inlet holes was not calculated.

In a mainly transport-limited process like this one, uniform injection deserves attention first. As the surface resistance grows, temperature uniformity becomes more important. A growth map alone cannot separate the two causes. Changing wafer temperature while holding the gas supply fixed helps to show how much the surface reaction controls the rate, provided the change in gas properties is allowed for: here a uniform 5 K rise adds 0.35% to the growth, of which 0.07% would appear even at fixed $k$.

The creeping-flow estimate suggests extending the inlet beyond the wafer by more than one gap height, though inertia may change the distance needed. In that estimate, reducing the slowest edge mode to 0.1% needs $d/H=\ln(1000)/4.212=1.64$, or 33 mm for this gap; with inertia included locally the distance grows to 34–38 mm.

Lower pressure can suppress buoyancy without changing the gas resistance, provided the molar inlet flux, gap and temperatures are held fixed. In an ideal gas $cD$ is independent of pressure. Because $V=F'/(2\rho)$, every term in (2) then scales as $1/p$, leaving $F(z)$ unchanged. The surface resistance still rises as $1/p$ at fixed $k$, so the process becomes more sensitive to wafer temperature. The mean free path must also remain much smaller than the gap.

## Values computed for the example and the checks

```
pressure 80 Torr; gap 20 mm
wafer 1300 K; inlet 300 K; speed 0.40 m/s
radii: wafer 50 mm, inlet 75 mm
silane inlet mole fraction 1.0e-03
surface reaction speed 5.0 m/s
equivalent reaction probability 0.0216
H2 viscosity at inlet 8.90e-06 Pa s, T power 0.68
Prandtl number 0.70
D at 300 K, 1 atm 0.60 cm2/s, T power 1.7
D at inlet 5.70 cm2/s
D at wafer 68.9 cm2/s
inlet concentration 4.276 mol/m3
total gas flow 40.6 standard L/min (0 C, 1 atm)
inlet Reynolds number 7.75
inlet species Peclet number 14.04
radial pressure coefficient A 17.71 Pa/m2
z mm | T K | V 1/s | down speed m/s | x/x_in
0 | 1300 | 0.00 | 0.0000 | 0.0837
2 | 1202 | 12.42 | 0.0249 | 0.2084
5 | 1046 | 26.39 | 0.1337 | 0.4065
10 | 762 | 35.37 | 0.3748 | 0.7333
15 | 485 | 24.96 | 0.4879 | 0.9453
20 | 300 | 0.00 | 0.4000 | 0.9970
age at 2 mm height 94.15 ms, both start radii
radius growth on reaching 2 mm 8.016 times
surface resistance 0.2027 m2 s/mol
gas resistance 2.2109 m2 s/mol
inlet resistance 0.0074 m2 s/mol
silane supply 1.7104e-03 mol/m2/s
deposition flux 4.1306e-04 mol/m2/s
silane outflow per area 1.2973e-03 mol/m2/s
silicon molar volume 12.059 cm3/mol
growth rate 298.9 nm/min
fraction of supplied silane deposited 0.2415
2D centre growth, coarse mesh 298.87 nm/min
2D centre growth, fine mesh 298.87 nm/min
2D mesh shift -0.0020 %
silane-free edge: rim growth change -5.0e-03 %
300 K edge: rim heat-flux change 1.7e-01 %
bent flow: rim down speed excess 20 %
bent flow: rim growth excess 4.20 %
hot rim 5 K, activation 1.0 eV
hot rim: surface speed excess 3.48 %
hot rim: growth excess 0.44 %
thermal diffusion factor 0.5: growth 259.4 nm/min
gas conversion 300 1/s at wafer T: 301.8 nm/min
transport-limited growth 326.2 nm/min
edge flow mode s = 4.212 + 2.251 i
edge flow mode left at wafer rim 0.52 %
silane mass loading 1.49 %
radial pressure drop / pressure 2.1e-06
mean free path at wafer 6.6 um
Rayleigh number, cold-gas properties 172
```
